The Norm Multiplier as the Softness Gained per Norm Deficit

A 3d pseudo-orbital, optimized to be soft while keeping all the charge of the true orbital in its core, has 139.3 mHa of kinetic energy above a cutoff wavevector of 4 bohr⁻¹. Let the core norm drop from 0.954 to 0.854 and optimize again: the energy above the cutoff falls by 27.6 mHa. The first optimization, which knew nothing of the second, had already produced a Lagrange multiplier of 283.2 mHa for its norm constraint, and 0.1 × 283.2 mHa = 28.3 mHa. Why does the multiplier foretell the gain, and why is the true gain slightly smaller?

**The problem**

Hartree atomic units are used. The all-electron radial function is u_AE(r) = rR(r), with angular momentum l and ∫u_AE² dr = 1. The pseudo function u equals u_AE for r ≥ r_c. At r_c its inner part matches the value, slope and second derivative of u_AE. Its core norm is

N = ∫_0^{r_c} u² dr = N_AE − D,

where N_AE is the core norm of u_AE and D is the norm deficit. Norm conservation means D = 0. An ultrasoft scheme allows D > 0 and puts the missing charge back through an augmentation term, which also enters the normalization. For this reason u is not rescaled to unit norm below.

Softness is measured in wavevector space. Define

ũ(q) = √(2/π) ∫_0^∞ qr j_l(qr) u(r) dr.

The functions √(2/π) qr j_l(qr) form a complete orthonormal set in q, so ∫ũ² dq = ∫u² dr. They are eigenfunctions of −d²/dr² + l(l+1)/r² with eigenvalue q². The total kinetic energy is therefore ½∫q²ũ² dq. One integration by parts in r, whose boundary terms vanish at r = 0 and at infinity, turns it into ½∫[u′² + l(l+1)u²/r²] dr. The residual kinetic energy, the part above the cutoff q_c, is

E[u] = ½∫_{q_c}^∞ q²ũ² dq
  = ½∫_0^∞ [u′² + l(l+1)u²/r²] dr − ½∫_0^{q_c} q²ũ² dq.

A small E means that few plane waves above q_c are needed for u. It does not measure the hardness of the augmentation charge.

The inner part is taken from a finite trial space,

u = w + Σ_i d_i b_i, i = 1 … M.

The b_i are orthonormal, live inside r_c, and vanish at r_c together with their first two derivatives. The fixed function w carries the outer tail and the matching. Its core part is made orthogonal to every b_i by subtracting its projections on them, which does not disturb the matching. With n_w the core norm of w, the cross terms in the norm vanish:

N = n_w + |d|².

E is quadratic in u, so it is quadratic in d:

E(d) = E_w + 2f·d + d·Ad.

Here E_w is the residual energy of w, f_i = ½∫_{q_c}^∞ q² w̃ b̃_i dq, and A_ij = ½∫_{q_c}^∞ q² b̃_i b̃_j dq.

The symmetric matrix A is positive definite. If d·Ad were zero, v = Σd_i b_i would have no component above q_c. It would then be an integral of qr j_l(qr) over a finite range of q, hence analytic in r. An analytic function that vanishes for all r > r_c vanishes everywhere, so d = 0. The eigenvalues of A are written a_1 ≤ a_2 ≤ …, and f_k and d_k with index k denote components along its eigenvectors.

The task is to minimize E(d) on the sphere |d|² = N_AE − D − n_w. The minimum value is called E*(D).

**First derivation: follow the minimizer**

Attach a multiplier λ to the constraint:

L = E(d) − λ[N(d) − N_AE + D].

Setting the derivative with respect to d to zero gives 2f + 2Ad − 2λd = 0, or

(A − λ)d = −f.

Now let D change, and suppose that the minimizer d(D) moves differentiably. A prime on d or λ denotes d/dD. By the chain rule, and then by stationarity in the form f + Ad = λd,

dE*/dD = 2(f + Ad)·d′ = 2λ d·d′.

The constraint, differentiated, says 2d·d′ = −1. Hence

−dE*/dD = λ.

The multiplier is the residual kinetic energy removed per unit norm deficit. The way in which the orbital reshapes itself has dropped out. At a constrained minimum, every small change that preserves the norm costs nothing to first order, so only the amount of norm removed matters.

The supposition about d(D) can be examined by differentiating the stationarity condition:

(A − λ)d′ = λ′d, so d′ = λ′(A − λ)⁻¹d.

Inserting this in 2d·d′ = −1, and using d_k = −f_k/(a_k − λ), gives

λ′ = −1 / [2 d·(A − λ)⁻¹d] = −1 / [2 Σ_k f_k²/(a_k − λ)³].

The path is differentiable if A − λ is invertible and the sum is not zero. When λ < a_1 and f ≠ 0, every term in the sum is nonnegative and at least one is positive. Then λ′ < 0: each further piece of deficit buys less softness than the one before.

This answers the opening question. In the example λ′ = −135.6 mHa at D = 0, so to second order the gain at D = 0.1 is

0.1 × 283.2 − ½ × 135.6 × 0.1² = 28.32 − 0.68 = 27.6 mHa.

**Second derivation: put a price on norm**

The second route does not differentiate the minimizer. Choose a number λ < a_1, regard it as a price, and minimize without any constraint

J(d) = E(d) − λN(d) = constant + 2f·d + d·(A − λ)d.

Since A − λ is positive definite, the candidate is d = −(A − λ)⁻¹f. For any other vector e, substituting f = −(A − λ)d gives

J(e) − J(d) = −2d·(A − λ)(e − d) + e·(A − λ)e − d·(A − λ)d
  = (e − d)·(A − λ)(e − d) ≥ 0.

So d is the unique minimum of J. Among vectors e with the same norm as d, the term λN is the same for all, and the inequality becomes E(e) ≥ E(d). The priced minimum is therefore the global constrained minimum at its own norm. That norm is

N(λ) = n_w + Σ_k f_k²/(a_k − λ)².

If f_1 ≠ 0, this rises continuously from n_w, as λ → −∞, to infinity, as λ → a_1. Every core norm above n_w thus belongs to one price, and λ is a continuous function of D.

Take two deficits D < D₂, with prices λ and λ₂. The minimizer at D₂ is one of the competitors in the problem priced at λ, so

E*(D₂) − λ(N_AE − D₂) ≥ E*(D) − λ(N_AE − D),

which rearranges to E*(D) − E*(D₂) ≤ λ(D₂ − D). Exchanging the roles of the two deficits gives E*(D) − E*(D₂) ≥ λ₂(D₂ − D). Together,

λ₂(D₂ − D) ≤ E*(D) − E*(D₂) ≤ λ(D₂ − D).

Divide by D₂ − D and let D₂ → D. Continuity makes λ₂ → λ, and both bounds close on −dE*/dD = λ. The same argument from the other side gives the same derivative.

Before the limit is taken, the inequality already holds for finite deficits. The gain lies between the deficit times the final multiplier and the deficit times the initial one. For the first tenth of norm in the example, these bounds are 26.8 and 28.3 mHa, and the gain is 27.6 mHa.

The case f_1 = 0 needs separate treatment. If a_1 is degenerate, this case means that f has no component along any eigenvector belonging to a_1; otherwise the sum still diverges at a_1 and the argument above applies. The sum for N(λ) then stays finite as λ → a_1 and ends at some norm N_h. For N > N_h the minimizer has λ = a_1 and an added component ±√(N − N_h) along the lowest eigenvector. All these vectors minimize J at the price a_1, so E* − a_1N is constant among them. The slope with respect to N is a_1, again the multiplier.

**The example**

The model is one electron in a Coulomb potential of charge 9, in its 3d state: u_AE = C r³e^{−3r} with C² = 6⁷/6!. The core radius is r_c = 2 bohr. The matching data there are u_AE = 0.391 bohr^{−1/2}, u′/u = 3/2 − 3 = −1.5 bohr⁻¹, and u″/u = (−1.5)² − 3/4 = 1.5 bohr⁻². With x = r/r_c, the b_i are x³(1 − x²)³ times polynomials in x², and M = 6. The matching part of w is built from x³, x⁵ and x⁷. The integrals were done by Gauss–Legendre quadrature, A was diagonalized, and λ was found as the root of N(λ) = N_AE − D below a_1.

Of the all-electron kinetic energy of 4.5 Ha, 1.54 Ha lies above q_c = 4 bohr⁻¹. The optimized results, in mHa, are:

D = 0: E* = 139.3, λ = 283.2
D = 0.1: E* = 111.7, λ = 268.4
D = 0.3: E* = 61.8, λ = 228.5
D = 0.5: E* = 22.0, λ = 162.0

The norm-conserving multiplier is 7.71 eV per unit norm. Used as a constant rate up to D = 0.5, it would promise 141.6 mHa, more than the whole residual energy. The actual gain is 117.3 mHa, the integral of the falling λ over the deficit.

The spectrum of A explains the shape of this fall. Its lowest eigenvalues are a_1 = 0.529 Ha and a_2 = 9.63 Ha. As λ goes from 0 to 0.283 Ha, the amplitudes −f_k/(a_k − λ) with k ≥ 2 change by about 3 percent at most. Treat them as frozen and collect their norm, with n_w, in a constant n_1. Then N − n_1 = f_1²/(a_1 − λ)², or

λ ≈ a_1 − |f_1|/√(N − n_1).

Two computed points fix the constants: N = 0.954 with λ = 0.2832 Ha, and N = 0.243 with λ = 0. Subtracting the two relations gives

0.7113 = f_1²(1/0.2457² − 1/0.5289²) = 13.0 f_1²,

so |f_1| = 0.234 and n_1 = 0.047. At D = 0.5, where N = 0.454, the formula gives λ ≈ 0.529 − 0.234/√0.407 = 0.162 Ha, in agreement with the full result. Relaxing the norm here mostly means drawing down one core-confined shape, the softest that the trial space offers.

The limits have a direct meaning. The quantity a_1 is the least residual energy per unit norm of a trial function confined to the core, and no deficit is repaid at a higher rate. At the other end, λ = 0 marks the minimizer with no norm constraint. It has core norm N_0 = 0.243, reached at D = 0.711, and E* = 1.8 mHa. Beyond that deficit λ is negative and the function hardens again, because N(λ) rises monotonically with λ, so a core norm below N_0 = N(0) belongs to a negative price. The multiplier is a gain as long as the core norm exceeds N_0.

**From energy to cutoff**

One may prefer to hold the residual energy fixed and lower the cutoff. At fixed D, a change of q_c moves d along the sphere, which costs nothing to first order. What remains is the derivative of the lower limit of the integral in E:

∂E*/∂q_c = −σ, σ = ½q_c²ũ(q_c)².

Setting dE* = −λ dD − σ dq_c = 0 gives, if σ ≠ 0,

dq_c/dD = −λ/σ.

At D = 0 the example has σ = 352.1 mHa bohr, so dq_c/dD = −283.2/352.1 = −0.804 bohr⁻¹. For D = 0.3 this initial slope predicts a cutoff of 4 − 0.24 = 3.76 bohr⁻¹. Solving for equal residual energy, with a new optimization at each trial cutoff, gives 3.69 bohr⁻¹. The kinetic energy at the cutoff, q_c²/2, drops from 8.0 to 6.8 Ha, or by 15 percent of its initial value. The saving exceeds the linear estimate although λ falls with D at fixed q_c. The local rate along this path is λ/σ, with both quantities taken at the current D and q_c, and q_c falls along the path. A lower cutoff raises the multiplier: at D = 0 it is 1685 mHa for q_c = 3 bohr⁻¹, against 283 mHa for 4 bohr⁻¹ and 22 mHa for 5 bohr⁻¹. It also raises σ on average: at D = 0, E* drops by 938 mHa between 3 and 4 bohr⁻¹ but by only 131 mHa between 4 and 5 bohr⁻¹. The rise of λ alone therefore does not decide the matter. The computed cutoff shows that the mean of λ/σ over the path, (4 − 3.693)/0.3 = 1.02 bohr⁻¹, exceeds its initial value 0.804 bohr⁻¹.

**What each derivation assumes**

The first derivation assumes a stationary point that moves differentiably with D. Its central step does not use the quadratic form of E, so it would hold for another smooth measure of softness. It also holds on a branch of stationary points that is not the global minimum, and by itself it cannot tell the two apart. It fails as an argument where the path is not differentiable, as at N_h in the case f_1 = 0, where the new component starts as a square root.

The second derivation assumes that E − λN has a global minimum for the prices in use. Here this follows from the quadratic form and from λ < a_1. In return it identifies the global minimum and bounds the gain for finite deficits. It needs continuity of the price, but no derivative of the orbital. It says nothing about other stationary branches.

Both work in a fixed, finite trial space, and this is a real condition when slope and second derivative are matched as well as the value. Suppose that u matches the value at r_c but has the wrong slope. Add a correction η = sδh((r_c − r)/δ), with h a fixed smooth function that vanishes at 0 and beyond 1 and has h′(0) = 1 and h″(0) = 0, so that the second derivative at r_c is unchanged. It changes the slope by a finite amount, yet its kinetic energy is of order s²δ, since η′ is finite over a width δ. A similar layer of height δ² corrects the second derivative at still lower cost. The square root of E obeys the triangle inequality, so E[u + η] tends to E[u] as δ → 0. The change in norm also vanishes and can be cancelled by a small smooth adjustment inside the core. In a space that contains such layers, the infimum therefore depends on the matched value alone, and it is not attained if the value-matched minimizer has the wrong slope.

The example shows the approach at D = 0. For M = 4, 6, 12 and 24, E* is 155.8, 139.3, 124.2 and 118.5 mHa, while matching only the value gives 115.8 mHa. The multiplier falls from 321 to 236 mHa over the same range. The relation −dE*/dD = λ holds in each of these spaces, but the number 283 mHa belongs to the space with M = 6, and so do the other optimized numbers of the example. At M = 24 the gain at D = 0.1 is 23.0 mHa instead of 27.6, a_1 is 0.435 Ha, N_0 is 0.231, and the cutoff at D = 0.3 is 3.71 bohr⁻¹, a saving of 14 percent. With only the value matched, E* and λ settle at 115.8 and 230 mHa and do not move, to these digits, between 7 and 26 free functions.
